# Finite-size error of the dielectric constant in single-point supercell calculations, part 2

The problem is to compute the electronic dielectric constant $\varepsilon$ of an insulator in a periodic supercell sampled only at zero wave vector. Two choices must be made: the cell length $L$ and the field $\mathcal E$, which is the whole macroscopic field. Electrons have charge $-e$; energies are in eV, lengths in nm.

The model is an array of chains with lattice constant $a$, cross-section $A$ per chain, clamped ions with potential $V(x)$, Hartree interaction and one filled band of occupation $f=2$. Here $L=Na$, $b=2\pi/L$, $G_m=mG$ and $G=2\pi/a$. The orbitals $\Psi$ minimize

$$F[\Psi]=F_0[\Psi]-\mathcal E d=F_0[\Psi]+f\,\frac{e\mathcal E}{b}\,\varphi[\Psi],\tag{1}$$

where $F_0$ is the zero-field energy functional, $d$ the dipole, $\varphi=\operatorname{Im}\ln\det S$, $S=\Psi^\dagger\Theta\Psi$ and $\Theta=e^{ibx}$. The gradient is

$$\frac{\delta\varphi}{b}=2\operatorname{Re}\operatorname{tr}\left[\delta\Psi^\dagger X\right],\qquad X=\frac{1}{2ib}\left[\Theta\Psi S^{-1}-\Theta^\dagger\Psi(S^\dagger)^{-1}\right].\tag{2}$$

With polarization $P=d/(LA)$ and $\Delta\varphi=\arg[\det S(+\mathcal E)/\det S(-\mathcal E)]$,

$$\varepsilon(L)=1+\frac{P(+\mathcal E)-P(-\mathcal E)}{2\varepsilon_0\mathcal E}=1-\frac{f\,(e^2/\varepsilon_0)\,\Delta\varphi}{2\pi A\cdot 2e\mathcal E},\tag{4}$$

up to a relative error of order $\mathcal E^2$.

In a crystal, $u_k$ are the occupied periodic Bloch parts on the mesh $k=0,b,\dots,(N-1)b$, and $\det S=(-1)^{N-1}\prod_k s_k$ with $s_k=\langle u_{k+b}|u_k\rangle$. With $\tilde u_{k\pm b}=u_{k\pm b}/\langle u_k|u_{k\pm b}\rangle$ and $\tilde u_{k+b}=u+bu^{(1)}+b^2u^{(2)}+\dots$, all $u^{(j)}\perp u$,

$$X_k(b)=\frac{\tilde u_{k-b}-\tilde u_{k+b}}{2ib}=i\,\frac{\tilde u_{k+b}-\tilde u_{k-b}}{2b},\tag{5}$$

$$X_k(b)=i\,u_k^{(1)}+i\,b^2u_k^{(3)}+i\,b^4u^{(5)}_k+\dots\tag{7}$$

Linear response gives

$$\varepsilon(L)=1+\frac{e^2}{\varepsilon_0Aa}\,B\big(X(b),X(b)\big),\tag{6}$$

$$B(Z,X)=\frac{2f}N\sum_k\operatorname{Re}\langle Z_k|\mathcal R_k|X_k\rangle-\int_0^a s_Z\,W s_X\,dx ,$$

$$\mathcal R_k=\sum_c\frac{|u_{ck}\rangle\langle u_{ck}|}{E_{ck}-E_{vk}},\qquad s_Z(x)=-\frac{2f}{N}\sum_k\operatorname{Re}\left[u_k^*(x)\,(\mathcal R_kZ_k)(x)\right].$$

Here $v$ and $c$ label the filled and empty bands, $K$ is the Hartree kernel at $G_m\ne0$, and $W=K(1-\chi_0K)^{-1}\ge0$ gives the local fields, with $\chi_0$ the independent-electron density response. Hence

$$\varepsilon(L)=\varepsilon_\infty+\frac{C}{L^2}+O(L^{-4}),\tag{8}$$

$$\varepsilon_\infty=1+\frac{e^2}{\varepsilon_0Aa}B(iu^{(1)},iu^{(1)}),\qquad C=\frac{8\pi^2e^2}{\varepsilon_0Aa}\,B(iu^{(1)},iu^{(3)}).$$

Mesh-sampling errors, to be added to (8), decay exponentially at any rate below $\kappa$, the smallest imaginary part of a complex wave vector at which the filled band meets an empty one.

## The limit is the right dielectric constant

It remains to show that $\varepsilon_\infty$ is the physical response. Apply to the infinite crystal an external potential energy $v_{\rm ext}e^{iqx}$ and let $q\to0$. The total first-order potential has a component $v_0$ at $q$ and components $v_G$ at $q+G_m$. With $v_c(q)=e^2/(\varepsilon_0Aq^2)$, one has $v_0=v_{\rm ext}+v_c(q)\delta n_0$ and $v_G=v_c(q+G_m)\delta n_G$. The Adler–Wiser macroscopic dielectric function is $\varepsilon_M=1/[\varepsilon^{-1}]_{00}=v_{\rm ext}/v_0=1-v_c(q)\,\delta n_0/v_0$. The force on an electron is $-\partial_xv=-e\mathcal E$, so $e\mathcal E=iqv_0$. The induced charge density is $-e\,\delta n_0/A=-iqP$. With $P=\varepsilon_0\chi\mathcal E$ this gives $\delta n_0=-q^2\varepsilon_0A\chi v_0/e^2$ and $\varepsilon_M=1+\chi$, where $\chi$ is the response to the total long-wavelength field with only the $G_m\ne0$ kernels acting.

The perturbation $v_0e^{iqx}=e\mathcal E\,e^{iqx}/(iq)$ has the interband matrix element $e\mathcal E\langle u_{c,k+q}|u_{vk}\rangle/(iq)$. Orthogonality at $k+q$ gives $0=\langle u_{c,k+q}|\tilde u_{k+q}\rangle=\langle u_{c,k+q}|u_{vk}\rangle+q\langle u_{ck}|u^{(1)}\rangle+O(q^2)$, so the element tends to $-e\mathcal E\langle u_{ck}|u^{(1)}\rangle/i=e\mathcal E\langle u_{ck}|iu^{(1)}\rangle$. The same element, conjugated, extracts $\delta n_0$. The driving and measuring vector is $iu^{(1)}$, the kernel is $K$, and $\varepsilon_M(q\to0)=\varepsilon_\infty$ of (8), the random-phase value with local fields. The program builds the full dielectric matrix at two small finite $q$, with no reference to $S$ or $u^{(1)}$, extrapolates in $q^2$, and asserts agreement to $10^{-6}$. Both roads print $2.5190485$.

## The sign and size of $C$, and a case with $C=0$

$C$ is an off-diagonal value of $B$, so the general properties of $B$ do not fix its sign. For a weak potential and without local fields it can be evaluated. Near the zone edge, with $s=k-G/2$, two plane waves give $H=\frac12\Delta_0[\sigma_z+(s/\kappa)\sigma_x]$, where $\Delta_0$ is the gap and $\kappa=\Delta_0/[2(\hbar^2/m)(\pi/a)]$. The level spacing $\Delta_0\sqrt{1+s^2/\kappa^2}$ vanishes at $s=\pm i\kappa$, so this is the $\kappa$ defined above. The real eigenvectors rotate by $\theta/2$ with $\theta=\arctan(s/\kappa)$, and the empty-state component of $\tilde u_{k+b}$ is, up to a common sign, $\tan(\delta/2)=\delta/2+\delta^3/24+\dots$ with $\delta=b\theta'+\frac12b^2\theta''+\frac16b^3\theta'''$. Hence $u^{(1)}=\theta'/2$ and $u^{(3)}=\theta'''/12+\theta'^3/24$. With $t=s/\kappa$, $\theta'=\kappa^{-1}(1+t^2)^{-1}$ and $\theta'''=\kappa^{-3}(6t^2-2)(1+t^2)^{-3}$. Let $I_p=\int_{-\infty}^\infty(1+t^2)^{-p}dt$. Integration by parts gives $I_{p+1}=I_p(2p-1)/2p$, and the antiderivative $t/\sqrt{1+t^2}$ gives $I_{3/2}=2$, so $I_{5/2}=4/3$, $I_{7/2}=16/15$, $I_{9/2}=32/35$. Dropping a common factor and writing $6t^2-2=6(1+t^2)-8$,

$$B_{11}=\frac{I_{5/2}}{4\kappa^2}=\frac1{3\kappa^2},\qquad B_{13}=\frac1{2\kappa^4}\left[\frac{6I_{7/2}-8I_{9/2}}{12}+\frac{I_{9/2}}{24}\right]=\frac1{2\kappa^4}\left[-\frac8{105}+\frac4{105}\right]=-\frac{2}{105\kappa^4}.$$

The error relative to $\varepsilon_\infty-1$ is $2b^2B_{13}/B_{11}=-\frac4{35}(b/\kappa)^2$. In this limit the approach is from below and the small parameter is $b/\kappa\propto1/(\Delta_0L)$. This estimate is not among the program's tests.

The opposite limit is an isolated orbital $\psi$. With $y=x-\langle x\rangle$ and the cumulant expansion, $\Theta\psi/S=\exp(iby+\frac12b^2\sigma^2+\frac i6b^3\kappa_3+\dots)\psi$. The terms odd in $b$ are $iby+ib^3(\frac12\sigma^2y-\frac16y^3+\frac16\kappa_3)$, so

$$X=y\psi+b^2\left(\tfrac12\sigma^2y-\tfrac16y^3+\tfrac16\kappa_3\right)\psi+O(b^4).$$

An $L^{-2}$ term in $X$ is thus present without any interaction between periodic images; it belongs to the operator. Whether it reaches the polarizability depends on the orbital. For the ground state of a harmonic well, taken on the infinite line so that $L$ enters only through $b$, write $x=\ell(\hat a+\hat a^\dagger)/\sqrt2$ with $\ell^2=\hbar/m\omega$ and $\beta^2=b^2\ell^2/2$. Because $[\hat a,\hat a^\dagger]=1$ is a number, $e^{i\beta(\hat a+\hat a^\dagger)}=e^{-\beta^2/2}e^{i\beta\hat a^\dagger}e^{i\beta\hat a}$, and $\Theta|0\rangle/S=\sum_n(i\beta)^n|n\rangle/\sqrt{n!}$. Then $\langle n|X\rangle=(i\beta)^n/(ib\sqrt{n!})$ for odd $n$ and zero for even $n$. The polarizability of one electron is $\alpha=2e^2\sum_n|\langle n|X\rangle|^2/(n\hbar\omega)$, and the term $n=1$ is $e^2\ell^2/\hbar\omega=e^2/m\omega^2=\alpha_0$, exactly and for every $b$. Therefore

$$\frac\alpha{\alpha_0}=\sum_{n\ \mathrm{odd}}\frac{\beta^{2n-2}}{n\cdot n!}=1+\frac{\beta^4}{18}+\frac{\beta^8}{600}+\dots$$

The $b^2$ part of $X$ lies along $|3\rangle$ and the leading part along $|1\rangle$, so their cross term vanishes, $C=0$, and the error is $L^{-4}$ and positive. For $\hbar\omega=2$ eV, $\ell^2=0.0381$ nm², and $L=2$ nm gives $\beta^2=0.18802$. The matrix exponential in the number basis yields $\alpha/\alpha_0-1=1.96595\times10^{-3}$, against $\beta^4/18=1.96387\times10^{-3}$; the difference $2.08\times10^{-6}$ is $\beta^8/600$. At $L=4$ nm the deviation is $1.2275\times10^{-4}$, and the logarithmic slope between the two is $-4.001$. The statement that the scheme converges as $1/L^2$ thus means that the error is of order $L^{-2}$ or smaller, with a coefficient that has to be looked at.

## Removing the $L^{-2}$ term

If the finite difference is the cause, a better stencil must remove the term. Let $\varphi_2$ be the phase of the determinant built with $e^{2ibx}$, and replace $\varphi/b$ in (1) by $\frac43\varphi/b-\frac13\varphi_2/(2b)$. The gradient (2) is linear in this combination, so $X(b)$ is replaced by

$$\frac{4X(b)-X(2b)}3=iu^{(1)}+\frac{4-4}{3}\,ib^2u^{(3)}+\frac{4-16}3\,ib^4u^{(5)}+\dots=iu^{(1)}-4ib^4u^{(5)}+\dots,$$

and the error of $\varepsilon$ starts at $L^{-4}$. The program tests this at the level of (6), not by a finite-field minimization. The errors in $\varepsilon$ are $-9.09\times10^{-4}$, $-6.05\times10^{-5}$, $-3.83\times10^{-6}$ and $-2.40\times10^{-7}$ for $N=16,32,64,128$, with a slope of $-3.995$ between the last two. The price is a second overlap matrix, and a critical field that is not examined here.

## How large the field may be

$F$ has no global minimum in any useful sense, since $\varphi$ can wind without limit while $F_0$ returns to its value. The polarized state is a local minimum, which exists while the second variation is positive. Freeze the potential, take lattice-periodic variations $w_k=u_k+\delta_k$ with $\delta_k=\sum_cc_{ck}u_{ck}$ about the zero-field orbitals, and write $F/f$ to second order. The Rayleigh quotient gives $\sum\Delta_{ck}|c_{ck}|^2$ with $\Delta_{ck}=E_{ck}-E_{vk}$. The phase of an overlap does not depend on normalization, so with primes for $k+b$ and $\ln(1+z)=z-z^2/2$, the second-order part of $\ln\langle w'|w\rangle$ is

$$\frac{\langle\delta'|\delta\rangle}{s}-\frac{\langle\delta'|u\rangle\langle u'|\delta\rangle}{s^2}-\frac{\langle u'|\delta\rangle^2+\langle\delta'|u\rangle^2}{2s^2}.$$

The first two terms have the form $c^\dagger Mc$, with $M$ connecting $k$ to $k+b$, and their imaginary part is $c^\dagger Tc$ with $T=(M-M^\dagger)/2i$. The first is of order 1 and the second of order $b^2$. In the last term, collect the two pieces that contain the same $\delta_k$ and use $\operatorname{Im}z=-\operatorname{Im}z^*$ on one of them. The imaginary part is $-\frac12\operatorname{Im}[\langle\tilde u_{k+b}-\tilde u_{k-b}|\delta_k\rangle\langle\tilde u_{k+b}+\tilde u_{k-b}|\delta_k\rangle]$. The first factor is $2b\langle u^{(1)}|\delta\rangle$ and the second $2b^2\langle u^{(2)}|\delta\rangle$ at leading order, so the term is $O(b^3)$ and is dropped. The remaining form $\sum\Delta|c|^2+(e\mathcal E/b)\,c^\dagger Tc$ loses positivity at $e\mathcal E_c=-b/\lambda_{\min}$, where $\lambda_{\min}$ is the lowest eigenvalue of $\Delta^{-1/2}T\Delta^{-1/2}$.

For small $b$ keep the lowest empty band and choose phases such that neighbouring overlaps are real and positive near the gap minimum. Numbering the mesh points by $j$, $c^\dagger Tc\to\operatorname{Im}\sum_jc_{j+1}^*c_j$. The choice $c_j=g_je^{i\pi j/2}$ with real smooth $g$ gives $-\sum g_{j+1}g_j=-\sum g_j^2+\frac12\sum(g_{j+1}-g_j)^2$. With $\Delta(s)\approx\Delta_0(1+s^2/2\kappa^2)$ from the two-wave model and $e\mathcal E/b\approx\Delta_0$ in the small last term, the form per $g^2$ is $\Delta_0-e\mathcal E/b$ plus the oscillator operator $-\frac12\Delta_0b^2\partial_s^2+\frac12\Delta_0s^2/\kappa^2$, whose lowest eigenvalue is $\Delta_0b/2\kappa$. Hence

$$\frac{e\mathcal E_cL}{2\pi\Delta_0}=1+\frac{b}{2\kappa}+\dots\;\to\;1 .$$

The unstable mode advances its phase by a quarter turn per mesh step, which for large $N$ corresponds to moving charge by a quarter of the supercell into the empty band. The discrete difference saturates at that distance, where the energy gained is $e\mathcal E/b=e\mathcal EL/2\pi$. Three approximations stand behind the numbers: the frozen potential, the zero-field orbitals and the dropped $O(b^3)$ term. The first omits a non-negative Hartree term, which is small for this mode because the factors $e^{i\pi j/2}$ nearly cancel in the density. The result is an estimate of the true threshold whose leading behaviour is $2\pi\Delta_0/eL$. In the example the direct gap at the zone edge is also the fundamental gap. For an indirect gap, variations that break the lattice period have the same leading structure with smaller denominators, and the fundamental gap is expected to set the limit; that is a conjecture here.

The program finds $\mathcal E_c=4.30\times10^9$, $2.03\times10^9$ and $0.983\times10^9$ V/m for $N=16,32,64$, with ratios $1.134$, $1.072$ and $1.037$ and a linear extrapolation to $1.003$. It tests this estimate against the functional itself, still about the zero-field orbitals: the curvature of the frozen-potential $F$ along the mode, evaluated from the overlaps with no term dropped, is positive at $0.97\,\mathcal E_c$ and negative at $1.03\,\mathcal E_c$. These numbers ignore the relaxation of the orbitals in the field, which lowers the threshold. For the relaxed self-consistent state, within lattice-periodic variations, the curvature vanishes near a ratio of $0.97$–$1.0$ at $N=16$, more than 10% below the estimate, and near $1.04$–$1.06$ at $N=32$, with a slight dependence on the direction of the field. The estimate errs on the unsafe side in small cells. The two choices from the opening are therefore coupled. At leading order in $1/L$, and for $C\neq0$, doubling $L$ divides the error by four and halves the field at which the minimum is lost. This is a stability limit of the discretized functional, which tends to zero as $L\to\infty$; it is not a breakdown field of a material. Accuracy sets a separate and here tighter limit, nearly independent of $L$: the $\mathcal E^2$ error of (4) in the example is about $+1\times10^{-4}$ at $10^8$ V/m and $+0.003$ at $5\times10^8$ V/m, which at $N=32$ is half the finite-size error at a quarter of $\mathcal E_c$.

## Worked example

The model has round parameters: $a=0.4$ nm, $A=0.16$ nm², $V(x)=-V_1\cos(2\pi x/a)+V_2\sin(4\pi x/a)$ with $V_1=6$ eV and $V_2=1$ eV, free-electron mass, 12 grid points per cell and $\mathcal E=\pm5\times10^6$ V/m. The $V_2$ term removes the inversion centre. The Hamiltonian is still real, and this time-reversal symmetry pairs $k$ with $-k$ and would cancel a $1/L$ term in $\varepsilon$ even for a one-sided difference in $k$. The evenness of $X(b)$ is therefore tested here by the direct comparison of $X(b)$ with (7), not by the slope of the error. The self-consistent gap is $3.863$ eV and the filled band is $0.970$ eV wide. The many digits below serve to compare two roads within the model and describe no material. At $N=32$ the field is $5\times10^6/2.03\times10^9$, a quarter of a percent, of $\mathcal E_c$.

The prefactor is $e^2/(\varepsilon_0Aa)=18.09513/(0.16\times0.4)=282.7364$ eV/nm². With the two printed values of $B$,

$$\varepsilon_\infty=1+282.7364\times5.372667\times10^{-3}=2.519049,$$
$$C=8\pi^2\times282.7364\times(-3.874182\times10^{-5})=-0.86487\ \mathrm{nm^2}.$$

Dropping the local-field term of $B$, at the same ground-state potential, gives $2.9728$, larger as the sign of $W$ requires.

For $N=32$ the two minimizations give $\Delta\varphi=-4.205147\times10^{-4}$ rad, that is $P(+\mathcal E)-P(-\mathcal E)=1.340361\times10^{-4}$ C/m². The negative phase means that electrons move against the field. With $e\mathcal E=0.005$ eV/nm, equation (4) gives

$$\varepsilon=1+\frac{2\times18.09513\times4.205147\times10^{-4}}{2\pi\times0.16\times0.010}=1+\frac{0.01521854}{0.01005310}=2.513816 .$$

| $N$ | $L$ (nm) | $\varepsilon$, finite field | $\varepsilon$, eq. (6) | $L^2(\varepsilon-\varepsilon_\infty)$ (nm²) |
|---|---|---|---|---|
| 8 | 3.2 | 2.444525 | 2.444525 | −0.7631 |
| 12 | 4.8 | 2.483682 | 2.483681 | −0.8149 |
| 16 | 6.4 | 2.498643 | 2.498643 | −0.8358 |
| 24 | 9.6 | 2.509808 | 2.509808 | −0.8516 |
| 32 | 12.8 | 2.513816 | 2.513815 | −0.8573 |

The finite-field values and the linear formula differ by at most one unit in the sixth decimal; the asserted tolerance is $2\times10^{-5}$. The last column drifts towards $C$ as an $L^{-4}$ term demands. Its distance from $C$ is $0.0291$, $0.0133$ and $0.0076$ nm² at $N=16,24,32$, and multiplying by $L^2$ gives about $1.2$ nm⁴ each time. Eliminating that term, $(4\times(-0.8573)+0.8358)/3=-0.8645$ nm², within $0.05\%$ of $C$. The same elimination with (6) at $N=128$ and $256$ gives $-0.864871$ nm², equal to the formula in all printed digits. The logarithmic slope of the error is $-1.977$ between $N=24$ and $32$ and $-1.9994$ between $128$ and $256$.

The numbers of the opening follow. At $N=32$ the error is $2.513816-2.519049=-0.0052$, or $0.34\%$ of $\varepsilon_\infty-1$. A fit in $1/L$ through $N=16$ and $32$ gives $2\times2.513816-2.498643=2.528989$. A fit in $1/L^2$ gives $(4\times2.513816-2.498643)/3=2.518874$, low by $1.7\times10^{-4}$. Subtracting the known $C/L^2$ from the $N=32$ value gives $2.519094$, high by $4.6\times10^{-5}$, which is the $L^{-4}$ term $1.24/12.8^4$.

The speed at which zone sampling converges can be seen separately. Evaluating (6) on the $N$-point mesh with the exact $iu^{(1)}$ in place of $X(b)$ leaves errors of $2.2\times10^{-1}$, $3.4\times10^{-3}$, $3.7\times10^{-5}$ and $3.5\times10^{-7}$ for $N=4,8,12,16$. At $N=16$ this is to be set against $|C|/L^2=0.86487/40.96=0.0211$. A supercell that is fully converged for zone sampling still carries the finite-difference error; the total error in the table at this size is $0.0204$, or $1.3\%$ of $\varepsilon_\infty-1$. These numbers are the sampling error of the exact-derivative formula. The terms of higher order in $b$ are summed on the same mesh and have sampling errors of their own, which the program does not isolate, so the numbers show the exponential decay but fix neither the size nor the sign of the sampling error of the single-point scheme. Small cells should be left out of a power-law fit because $b$ is then not small against $\kappa$: $b=3.9$ nm⁻¹ at $N=4$ and $2.0$ nm⁻¹ at $N=8$, against the estimate $\kappa\approx3.2$ nm⁻¹ below.

One inverse length organizes these results. The two-wave formula gives $\kappa=3.863/(4\times0.0381\times\pi/0.4)\approx3.2$ nm⁻¹. It predicts $b/2\kappa=0.038$ for $N=64$, where $b=2\pi/25.6$ nm⁻¹, against the computed excess $0.037$ of the unrelaxed critical-field ratio. The fall of the exact-derivative sampling error from $N=12$ to $16$, a factor of about $106$ over $1.6$ nm, corresponds to a rate of $2.9$ nm⁻¹. The ratio $2B(iu^{(1)},iu^{(3)})/B(iu^{(1)},iu^{(1)})=-0.0144$ nm² compares with $-4/(35\kappa^2)\approx-0.011$ nm². The sign agrees and the size is off by about a quarter of the computed value. The estimate neglects local fields, and these account for the difference: without the local-field term of $B$ the ratio is $-0.0111$ nm², and the exact branch point of the self-consistent potential lies at $\kappa=3.18$ nm⁻¹.

The program and its output follow; in them the field is written $E$ and the perturbation orders $u1$ and $u3$.

## Computed results

```
hbar^2/2m = 0.038100 eV nm^2, e^2/eps0 = 18.09513 eV nm
a = 0.4 nm, A = 0.16 nm^2, V1 = 6.0 eV, V2 = 1.0 eV, f = 2, points/cell = 12
field = +-5.0e+06 V/m
gradient errors: energy 5e-10 eV, dipole 9e-13 nm (value 0.0045 nm)
gap = 3.86262 eV, valence width = 0.96978 eV
e^2/(eps0 A a) = 282.7364 eV/nm^2
B(iu1,iu1) = 5.372667e-03 nm^2/eV
B(iu1,iu3) = -3.874182e-05 nm^4/eV
eps_inf = 2.5190485, Adler-Wiser q->0 = 2.5190485
eps_inf without local fields = 2.9727913
C (formula) = -0.864871 nm^2
|X(b)-iu1-ib^2u3|/|b^2u3| at N=256: 1.6e-04
N  L(nm)  dphi(rad)  iter  eps_supercell  eps_linear  L^2(eps-eps_inf)(nm^2)
8 3.2 -4.012669e-04 32 2.444525 2.444525 -0.7631
12 4.8 -4.121439e-04 32 2.483682 2.483681 -0.8149
16 6.4 -4.163000e-04 32 2.498643 2.498643 -0.8358
24 9.6 -4.194013e-04 31 2.509808 2.509808 -0.8516
32 12.8 -4.205147e-04 31 2.513816 2.513815 -0.8573
N=32: |det S| = 0.96997, P(+E)-P(-E) = 1.340361e-04 C/m^2
C extrapolated: supercell N=16,32 -0.8645 nm^2; linear N=128,256 -0.864871 nm^2
log-log slope: supercell N=24,32 -1.977; linear N=128,256 -1.9994
eps(32) - C/L^2 = 2.519094
mesh error with exact u1: N=4 2.2e-01, N=8 3.4e-03, N=12 3.7e-05, N=16 3.5e-07
two-shell stencil error: N=16 -9.09e-04, N=32 -6.05e-05, N=64 -3.83e-06, N=128 -2.40e-07
two-shell slope N=64,128: -3.995
N=16: E_c = 4.2986e+09 V/m, eE_c L/(2 pi gap) = 1.1336
N=32: E_c = 2.0321e+09 V/m, eE_c L/(2 pi gap) = 1.0717
N=64: E_c = 9.8330e+08 V/m, eE_c L/(2 pi gap) = 1.0372
extrapolated eE_c L/(2 pi gap) = 1.0027
oscillator: hbar omega = 2.0 eV, hbar/(m omega) = 0.038100 nm^2
L = 2.0 nm: beta^2 = 0.18802, alpha/alpha0-1 = 1.96595e-03, beta^4/18 = 1.96387e-03
L = 4.0 nm: beta^2 = 0.04700, alpha/alpha0-1 = 1.22750e-04, beta^4/18 = 1.22742e-04
oscillator slope = -4.0014
```
